# The spin-spin dipolar D tensor and its value for triplet O2, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From two magnetic moments to the two-particle spin density

### Two spins at fixed positions

Take two electrons held at two points, a distance $r$ apart, with their spins coupled to a triplet. The spin operators $\mathbf s_1,\mathbf s_2$ are dimensionless, with components of eigenvalue $\pm\tfrac12$. Each electron carries a magnetic moment $\boldsymbol\mu_i=-g_e\mu_B\mathbf s_i$, where $g_e$ is the magnitude of the electron $g$ factor and $\mu_B$ is the Bohr magneton. The two minus signs cancel in a product of moments, so the energy of one dipole in the field of the other is

$$
H_{12}=C\left[\frac{\mathbf s_1\cdot\mathbf s_2}{r^3}-\frac{3(\mathbf s_1\cdot\mathbf r)(\mathbf s_2\cdot\mathbf r)}{r^5}\right],\qquad C=\frac{\mu_0 g_e^2\mu_B^2}{4\pi}. \tag{1}
$$

Let the separation lie along $z$. The bracket becomes $(\mathbf s_1\cdot\mathbf s_2-3s_{1z}s_{2z})/r^3$. In every triplet state $\mathbf s_1\cdot\mathbf s_2=\tfrac12(2-\tfrac34-\tfrac34)=\tfrac14$. For $M=\pm1$ the spins are parallel along $z$ and $s_{1z}s_{2z}=\tfrac14$. For $M=0$ they are opposite along $z$ and $s_{1z}s_{2z}=-\tfrac14$. Hence

$$
E_{\pm1}=-\frac{C}{2r^3},\qquad E_0=+\frac{C}{r^3},\qquad E_{\pm1}-E_0=-\frac{3C}{2r^3}. \tag{2}
$$

The triplet is split without any external field. Parallel moments placed head to tail attract, so $M=\pm1$ lies lower.

Now let the separation be perpendicular to $z$, with all directions in the $xy$ plane equally likely. The average of $r_ar_b/r^2$ is then $\tfrac12$ for $ab=xx$ and $yy$, and zero otherwise. The bracket in (1) averages to $[\mathbf s_1\cdot\mathbf s_2-\tfrac32(s_{1x}s_{2x}+s_{1y}s_{2y})]/r^3$. In a triplet $s_{1x}s_{2x}+s_{1y}s_{2y}=\tfrac14-s_{1z}s_{2z}$, which is $0$ for $M=\pm1$ and $\tfrac12$ for $M=0$. So

$$
E_{\pm1}=\frac{C}{4r^3},\qquad E_0=-\frac{C}{2r^3},\qquad E_{\pm1}-E_0=+\frac{3C}{4r^3}. \tag{3}
$$

The sign of the splitting thus tells how the two unpaired electrons are placed relative to each other: along the axis (negative) or across it (positive). In a molecule both arrangements occur, and the splitting is an average over a pair distribution. The task is to find which distribution has to be used when there are many electrons.

### The operator for many electrons

Define the dipolar kernel

$$
T_{ab}(\mathbf r)=\frac{\delta_{ab}r^2-3r_ar_b}{r^5},\qquad a,b\in\{x,y,z\}. \tag{4}
$$

It is symmetric, it is traceless because $3r^2-3r^2=0$, and it is even in $\mathbf r$. Summing (1) over all pairs, and writing the sum over ordered pairs with a factor $\tfrac12$, gives

$$
H_{SS}=\frac C2\sum_{i\ne j}\sum_{ab}s_{ia}\,T_{ab}(\mathbf r_{ij})\,s_{jb}. \tag{5}
$$

The field of a point dipole also has a part concentrated at the dipole itself. It adds to (5) a term proportional to $\mathbf s_i\cdot\mathbf s_j\,\delta^3(\mathbf r_{ij})$. This is a scalar in spin space. It shifts all levels of a multiplet equally and cannot split them, so it is left out. The kernel (4) grows as $r^{-3}$ at short distance, and integrals over it are defined by integrating over the angles of $\mathbf r$ first. The angular average of $T_{ab}$ is zero, which removes the singularity for smooth densities.

### Projection onto one multiplet

Let $|SM\rangle$ be the $2S+1$ components of one electronic state. Two assumptions enter here. The state is not spatially degenerate, so these components are the whole level in the absence of magnetic terms. The interaction is treated to first order, which means that $H_{SS}$ is diagonalized within them.

Because $T_{ab}$ is symmetric and traceless, only the symmetric traceless part of $s_{ia}s_{jb}$ survives in (5):

$$
\sum_{ab}T_{ab}s_{ia}s_{jb}=\sum_{ab}T_{ab}\,\sigma^{ij}_{ab},\qquad
\sigma^{ij}_{ab}=\tfrac12(s_{ia}s_{jb}+s_{ib}s_{ja})-\tfrac13\delta_{ab}\,\mathbf s_i\cdot\mathbf s_j. \tag{6}
$$

Fix the spatial indices $a,b$ and consider the operators $\sum_{i\ne j}T_{ab}(\mathbf r_{ij})\,\sigma^{ij}_{cd}$ for all $c,d$. Under rotations of the spins alone they form a tensor of rank 2. By the Wigner-Eckart theorem their matrices within the multiplet are proportional to those of the rank-2 tensor built from the total spin:

$$
\langle SM|\sum_{i\ne j}T_{ab}\sigma^{ij}_{cd}|SM'\rangle
=k_{ab}\,\langle SM|\tfrac12(S_cS_d+S_dS_c)-\tfrac13\delta_{cd}S(S+1)|SM'\rangle. \tag{7}
$$

The number $k_{ab}$ does not depend on $M$, $M'$, $c$ or $d$. One matrix element fixes it. Take $c=d=z$ and $M=M'=S$, and multiply by 3. On the right, $3S^2-S(S+1)=S(2S-1)$. On the left, $3\sigma^{ij}_{zz}$ is

$$
w_{ij}=3s_{iz}s_{jz}-\mathbf s_i\cdot\mathbf s_j=2s_{iz}s_{jz}-s_{ix}s_{jx}-s_{iy}s_{jy}. \tag{8}
$$

Therefore

$$
k_{ab}=\frac{1}{S(2S-1)}\,\langle SS|\sum_{i\ne j}T_{ab}(\mathbf r_{ij})\,w_{ij}|SS\rangle. \tag{9}
$$

Now set $c=a$, $d=b$ in (7), sum over $a,b$, and multiply by $C/2$. The term with $\delta_{ab}$ drops out because $k$ inherits zero trace from $T$. Since $k$ is symmetric, $\tfrac12(S_aS_b+S_bS_a)$ may be replaced by $S_aS_b$. What remains is the effective Hamiltonian

$$
H_{\rm eff}=\sum_{ab}S_aD_{ab}S_b,\qquad D_{ab}=\frac C2k_{ab}. \tag{10}
$$

For $S=0$ and $S=\tfrac12$ the factor $S(2S-1)$ vanishes, and so does every rank-2 matrix element within the multiplet. There is no splitting and (9) has no meaning. The result applies from $S=1$ upwards.

If $z$ is a symmetry axis with $D_{xx}=D_{yy}$, zero trace gives $D_{xx}=-\tfrac12D_{zz}$. Then, using $S_x^2+S_y^2=S(S+1)-S_z^2$,

$$
H_{\rm eff}=D\left[S_z^2-\tfrac13S(S+1)\right],\qquad D=D_{zz}-D_{xx}=\tfrac32D_{zz}. \tag{11}
$$

For a triplet, $E_{\pm1}=D/3$ and $E_0=-2D/3$, so $D=E_{\pm1}-E_0$. The levels in (2) and (3) have this pattern: their weighted mean $2E_{\pm1}+E_0$ is zero.

### The two-particle spin density

The expectation value in (9) needs only a two-electron density. Let $p,q,r,s$ label real orthonormal orbitals, and let $p^\dagger_\sigma$ and $p_\sigma$ create and remove an electron of spin $\sigma$ in orbital $p$. In the state $M=S$ define

$$
\Gamma^{\sigma\tau}_{pqrs}=\langle p^\dagger_\sigma r^\dagger_\tau s_\tau q_\sigma\rangle, \tag{12}
$$

with $p,q$ belonging to electron 1 and $r,s$ to electron 2. A sum over ordered pairs turns into a sum over orbitals without a factor $\tfrac12$, so

$$
\langle\sum_{i\ne j}T_{ab}w_{ij}\rangle=\sum_{pqrs}Q_{pqrs}\,(pq|T_{ab}|rs), \tag{13}
$$

$$
(pq|T_{ab}|rs)=\iint p(\mathbf r_1)q(\mathbf r_1)\,T_{ab}(\mathbf r_{12})\,r(\mathbf r_2)s(\mathbf r_2)\,d^3r_1d^3r_2. \tag{14}
$$

The coefficients $Q$ follow from the two parts of (8).

The part $2s_{1z}s_{2z}$ keeps each spin as it is. It has the value $+\tfrac12$ for equal and $-\tfrac12$ for opposite spins, and contributes $\tfrac12(\Gamma^{\alpha\alpha}+\Gamma^{\beta\beta}-\Gamma^{\alpha\beta}-\Gamma^{\beta\alpha})_{pqrs}$.

The other part is $-(s_{1x}s_{2x}+s_{1y}s_{2y})=-\tfrac12(s_{1+}s_{2-}+s_{1-}s_{2+})$. The operator $s_{1+}s_{2-}$ takes electron 1 from $q_\beta$ to $p_\alpha$ and electron 2 from $s_\alpha$ to $r_\beta$. Exchanging the two annihilators costs a sign:

$$
\langle p^\dagger_\alpha r^\dagger_\beta s_\alpha q_\beta\rangle=-\langle p^\dagger_\alpha r^\dagger_\beta q_\beta s_\alpha\rangle=-\Gamma^{\alpha\beta}_{psrq}. \tag{15}
$$

In the same way $s_{1-}s_{2+}$ gives $-\Gamma^{\beta\alpha}_{psrq}$. With the prefactor $-\tfrac12$ both terms become positive, and

$$
Q_{pqrs}=\tfrac12(\Gamma^{\alpha\alpha}+\Gamma^{\beta\beta}-\Gamma^{\alpha\beta}-\Gamma^{\beta\alpha})_{pqrs}+\tfrac12(\Gamma^{\alpha\beta}+\Gamma^{\beta\alpha})_{psrq}. \tag{16}
$$

Combining (9), (10) and (13) gives the general result,

$$
D_{ab}=\frac{C}{2S(2S-1)}\sum_{pqrs}Q_{pqrs}\,(pq|T_{ab}|rs). \tag{17}
$$

Two properties of $Q$ are useful. First, exchange $q$ and $s$. The equal-spin densities change sign, because two annihilators of the same spin are interchanged. The opposite-spin terms in (16) trade places, which also reverses their sign. So

$$
Q_{psrq}=-Q_{pqrs}. \tag{18}
$$

In space, $Q(\mathbf r_1,\mathbf r_2)=\sum Q_{pqrs}\,p(\mathbf r_1)q(\mathbf r_1)r(\mathbf r_2)s(\mathbf r_2)$ therefore vanishes at $\mathbf r_1=\mathbf r_2$, where the orbital product is symmetric in $q$ and $s$. This is the Pauli principle for a pair coupled to a triplet, and it means that a contact kernel contributes nothing when summed with $Q$.

Second, the total weight is $\sum_{pr}Q_{pprr}=\langle\sum_{i\ne j}w_{ij}\rangle$. Adding the terms $i=j$ would complete the total-spin operator $3S_z^2-\mathbf S^2$. Those terms are $3\cdot\tfrac14-\tfrac34=0$ for each electron, so

$$
\sum_{pr}Q_{pprr}=S(2S-1). \tag{19}
$$

### Inactive orbitals drop out

Suppose that orbital $c$ is doubly occupied in every configuration. An element of $\Gamma$ that creates an electron in $c$ must also remove one there. Take $p=q=c$ and $r,s\neq c$. Then $\Gamma^{\sigma\tau}_{ccrs}=\langle r^\dagger_\tau s_\tau\rangle$ for either $\sigma$, and the four terms in the first bracket of (16) cancel in pairs. The second bracket contains $\langle c^\dagger_\alpha r^\dagger_\beta c_\beta s_\alpha\rangle$ and its partner with the spins interchanged. Each would put a second electron into an occupied spin orbital, and is zero. So $Q_{ccrs}=0$, and by (18) the exchange element $Q_{csrc}=0$ as well. If all four indices are $c$, the equal-spin terms vanish and the rest is $\tfrac12(-1-1)+\tfrac12(1+1)=0$. The same argument with the two electrons interchanged covers $r=s=c$.

Closed shells thus influence $D$ through the shape of the other orbitals and through the wave function, but they add no terms of their own to (17). In a complete-active-space calculation the active two-particle density is sufficient.

### One determinant

For a determinant whose orbitals are each purely $\alpha$ or purely $\beta$, let $P^\sigma_{pq}=\langle p^\dagger_\sigma q_\sigma\rangle$. The two-particle densities factorize:

$$
\Gamma^{\sigma\sigma}_{pqrs}=P^\sigma_{pq}P^\sigma_{rs}-P^\sigma_{ps}P^\sigma_{rq},\qquad
\Gamma^{\alpha\beta}_{pqrs}=P^\alpha_{pq}P^\beta_{rs}. \tag{20}
$$

Insert this into (16) and write $P=P^\alpha-P^\beta$. The direct terms are

$$
\tfrac12\left(P^\alpha_{pq}P^\alpha_{rs}+P^\beta_{pq}P^\beta_{rs}-P^\alpha_{pq}P^\beta_{rs}-P^\beta_{pq}P^\alpha_{rs}\right)=\tfrac12P_{pq}P_{rs}. \tag{21}
$$

The exchange terms come from two places. The equal-spin densities give $-\tfrac12(P^\alpha_{ps}P^\alpha_{rq}+P^\beta_{ps}P^\beta_{rq})$. The spin flips give $+\tfrac12(P^\alpha_{ps}P^\beta_{rq}+P^\beta_{ps}P^\alpha_{rq})$. Together they are $-\tfrac12P_{ps}P_{rq}$. The spin flips are what completes the product of spin densities. The result is the McWeeny-Mizuno formula,

$$
D_{ab}=\frac{C}{4S(2S-1)}\sum_{pqrs}\left(P_{pq}P_{rs}-P_{ps}P_{rq}\right)(pq|T_{ab}|rs). \tag{22}
$$

The factorization of $Q$ did not require equal spatial orbitals for the two spins, so it also holds for an unrestricted determinant. The prefactor is another matter. It comes from (7), which requires a spin eigenstate. A restricted high-spin determinant is one, and an unrestricted determinant in general is not. For the latter, (22) is an approximation.

Equations (17) and (22) were tested in a space of five orbitals, where the matrix of (5) between all $M$ components can be built directly. For a restricted quartet determinant it agrees with $\mathbf S\cdot\mathbf D\cdot\mathbf S$ and (22) to rounding error. For a correlated triplet with one inactive orbital it agrees with (17) to rounding error, while (22), fed with the spin density of the same state, misses by 0.10 of the largest tensor component. The one-determinant formula is therefore not a general property of the spin density. It rests on the factorization (20), which correlation destroys.

## Part II. Integrals and triplet O2

### Symbols and results taken over

The constant is $C=\mu_0g_e^2\mu_B^2/4\pi$ and the kernel is $T_{ab}=(\delta_{ab}r^2-3r_ar_b)/r^5$. For a spatially non-degenerate state of spin $S\ge1$, the first-order dipolar levels are those of $\mathbf S\cdot\mathbf D\cdot\mathbf S$. The tensor is given by (17) with the two-particle spin density $Q$ of (16), or by (22) for one determinant with spin density $P$. $Q$ is antisymmetric under exchange of its second and fourth indices. On an axis of symmetry $D=\tfrac32D_{zz}$, and for a triplet $D=E_{\pm1}-E_0$.

### The integrals by parts

The kernel is a second derivative of the Coulomb potential. With $\mathbf r=\mathbf r_1-\mathbf r_2$, the first derivative of $1/r$ with respect to $r_{1a}$ is $-r_a/r^3$. The second, away from the origin, is $-\delta_{ab}/r^3+3r_ar_b/r^5=-T_{ab}$. At the origin the trace must reproduce $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. With the angular integration done first, this point term is isotropic, so each diagonal component receives one third of it. A derivative with respect to $\mathbf r_2$ has the opposite sign to one with respect to $\mathbf r_1$. Hence

$$
\frac{\partial^2}{\partial r_{1a}\partial r_{2b}}\frac1{r_{12}}=T_{ab}(\mathbf r_{12})+\frac{4\pi}3\delta_{ab}\delta^3(\mathbf r_{12}). \tag{23}
$$

Multiply by two orbital products $\rho(\mathbf r_1)$ and $\rho'(\mathbf r_2)$ and integrate. Each derivative is moved to its density by one integration by parts. The boundary terms vanish for bound orbitals, and the two minus signs cancel:

$$
G_{ab}\equiv\iint\frac{\partial_a\rho(\mathbf r_1)\,\partial_b\rho'(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2
=(\rho|T_{ab}|\rho')+\frac{4\pi}3\delta_{ab}\int\rho\rho'\,d^3r. \tag{24}
$$

Since $T$ has no trace, the dipolar integral is the traceless part of $G$:

$$
(\rho|T_{ab}|\rho')=G_{ab}-\tfrac13\delta_{ab}\sum_cG_{cc},\qquad \sum_cG_{cc}=4\pi\int\rho\rho'\,d^3r. \tag{25}
$$

The singular kernel has been replaced by ordinary Coulomb integrals over gradients. For two spherical Gaussian densities 1.4 bohr apart on the $z$ axis, (25) gives $-0.316013$ bohr$^{-3}$ for the $zz$ component, and a direct quadrature over (4) gives the same value. The sign is that of the head-to-tail arrangement in (2).

This part has expressed the dipolar splitting tensor through the two-particle spin density, found its one-determinant form, and reduced the integrals to Coulomb integrals over gradients. What remains is to apply these results to two open orbitals and to triplet O2, and to see how correlation changes the splitting.
